# Current-field duality in two-phase films and random resistor networks

A flat metal film consists of two phases with scalar conductivities $\sigma_1$ and $\sigma_2$. The walls between them run straight through the film, so a steady in-plane current obeys two-dimensional equations. Ohm's law is local, the phases are in perfect contact, and there is no magnetic field. Take a periodic cell much wider than a domain, write $\langle\cdot\rangle$ for the average over it, and define the effective conductivity tensor by $\langle\mathbf J\rangle=\Sigma\langle\mathbf E\rangle$. Let $R$ be the rotation by $+90^\circ$, $R(a_x,a_y)=(-a_y,a_x)$, and let $s_0=\sqrt{\sigma_1\sigma_2}$.

## (a) The dual fields

**Question.** From a solution $\mathbf E,\mathbf J$ define $\mathbf E'=R\mathbf J/s_0$ and $\mathbf J'=s_0R\mathbf E$. Show that these are the fields of another film, and identify it.

**Answer.** The original fields satisfy

$$\partial_xE_y-\partial_yE_x=0,\qquad \partial_xJ_x+\partial_yJ_y=0,\qquad \mathbf J=\sigma\mathbf E. \tag{1}$$

The components of the new fields are $\mathbf E'=(-J_y,J_x)/s_0$ and $\mathbf J'=s_0(-E_y,E_x)$. Therefore

$$\partial_xE'_y-\partial_yE'_x=\frac{\partial_xJ_x+\partial_yJ_y}{s_0}=0,$$
$$\partial_xJ'_x+\partial_yJ'_y=-s_0(\partial_xE_y-\partial_yE_x)=0.$$

At a wall with unit normal $\mathbf n$ and tangent $\mathbf t=R\mathbf n$, the continuous quantities are $\mathbf t\cdot\mathbf E$ and $\mathbf n\cdot\mathbf J$. A rotation preserves scalar products, so $\mathbf t\cdot\mathbf E'=(R\mathbf n)\cdot(R\mathbf J)/s_0=\mathbf n\cdot\mathbf J/s_0$. Since $R^2=-1$, we have $\mathbf n=-R\mathbf t$, and $\mathbf n\cdot\mathbf J'=-s_0\,\mathbf t\cdot\mathbf E$. Both are continuous, as they must be.

It remains to find the material law. A scalar $\sigma$ commutes with $R$, so

$$\mathbf J'=s_0R\frac{\mathbf J}{\sigma}=\frac{s_0}{\sigma}R\mathbf J=\frac{s_0^2}{\sigma}\mathbf E'. \tag{2}$$

Where $\sigma=\sigma_1$ the new conductivity is $\sigma_1\sigma_2/\sigma_1=\sigma_2$, and conversely. The primed fields belong to the film with its two phases exchanged.

## (b) The effective conductivity

**Question.** Relate the tensor $\Sigma'$ of the exchanged film to $\Sigma$. Then find the conductivity of a macroscopically isotropic film whose statistics do not change when the phases are exchanged.

**Answer.** First, $\Sigma$ is symmetric and positive. Let $\mathbf E_a=\mathbf e_a-\nabla\phi_a$ be the field with mean $\mathbf e_a$, where $\phi_a$ is periodic. Integration by parts and $\nabla\cdot\mathbf J_b=0$ give $\langle\nabla\phi_a\cdot\mathbf J_b\rangle=0$. Hence

$$\mathbf e_a\cdot\Sigma\mathbf e_b=\langle\mathbf E_a\cdot\mathbf J_b\rangle=\langle\sigma\,\mathbf E_a\cdot\mathbf E_b\rangle,$$

which is symmetric in $a,b$, and positive for $a=b$ and a nonzero mean field.

Averaging the dual fields gives $\langle\mathbf E'\rangle=R\Sigma\langle\mathbf E\rangle/s_0$ and $\langle\mathbf J'\rangle=s_0R\langle\mathbf E\rangle$. Put these into $\langle\mathbf J'\rangle=\Sigma'\langle\mathbf E'\rangle$. Because $\langle\mathbf E\rangle$ is arbitrary,

$$\Sigma'R\Sigma=s_0^2R\quad\Longrightarrow\quad\Sigma'=s_0^2R\,\Sigma^{-1}R^{-1}. \tag{3}$$

With $D=\det\Sigma$, write

$$\Sigma=\begin{pmatrix}a&c\\c&b\end{pmatrix},\qquad \Sigma^{-1}=\frac1D\begin{pmatrix}b&-c\\-c&a\end{pmatrix}.$$

Rotation by $90^\circ$ exchanges the diagonal elements and reverses the sign of the off-diagonal one, so $R\Sigma^{-1}R^{-1}=\Sigma/D$ and

$$\Sigma'=\frac{\sigma_1\sigma_2}{\det\Sigma}\,\Sigma. \tag{4}$$

This holds for any arrangement of the two phases. If exchange leaves the statistics unchanged and the cell is large enough to represent them, then $\Sigma'=\Sigma$ and $\det\Sigma=\sigma_1\sigma_2$. If the film is also isotropic, $\Sigma=\sigma_*\mathbb 1$ and $\det\Sigma=\sigma_*^2$. The positive root is

$$\sigma_*=\sqrt{\sigma_1\sigma_2},\qquad \rho_*=\sqrt{\rho_1\rho_2}. \tag{5}$$

For weak contrast, set $\sigma_{1,2}=\bar\sigma(1\pm\delta)$. Then $\sigma_*=\bar\sigma\sqrt{1-\delta^2}\approx\bar\sigma(1-\delta^2/2)$. The arithmetic mean is $\bar\sigma$ and the harmonic mean is $\bar\sigma(1-\delta^2)$, so to this order the result lies midway between them. For $\sigma_2\ll\sigma_1$ it falls as $\sqrt{\sigma_2}$: the poor phase still limits the current, but less severely than in series, where the conductivity falls as $\sigma_2$.

## (c) What equal area leaves out

**Question.** Is equal area sufficient for (5)? Use $\rho_1=15$ and $\rho_2=150$ µΩ cm to examine equal stripes and a square array of disks covering half the area.

**Answer.** It is not. Exchange symmetry requires the area fraction $f$ to equal $1-f$, hence $f=1/2$, but the converse fails.

Stripes have exchange symmetry without isotropy. Across them the current density is uniform and the resistivities average:

$$\rho_\perp=\frac{15+150}{2}=82.5\ \text{µΩ cm}.$$

Along them the field is uniform and the conductivities average:

$$\rho_\parallel=\frac{2\times15\times150}{15+150}=27.3\ \text{µΩ cm}.$$

The product is $\rho_1\rho_2$, as the determinant condition demands, yet neither value is the geometric mean, 47.4 µΩ cm.

The disk array has isotropic conduction by its fourfold symmetry, but no exchange symmetry, because one phase is a connected matrix and the other is isolated. Its resistivity can be bracketed: a trial potential gives an upper bound on the conductivity, and a trial divergence-free current gives a lower bound. For disks drawn on an $80\times80$ pixel cell, the brackets are 36.3 to 36.6 µΩ cm for poor disks in the good matrix, and 61.4 to 62.0 µΩ cm for good disks in the poor matrix. These brackets hold for the pixelated shape. Smooth disks differ from it by about 1% or less, so 47.4 µΩ cm is excluded in both cases. Equation (4) links the two cases by requiring the product of their resistivities to be $\rho_1\rho_2$; it does not make them equal.

## (d) The resistor network

**Question.** On an $N\times N$ square lattice with periodic boundaries, each bond independently has conductance $\sigma_1$ or $\sigma_2$ with probability $1/2$. Show that duality holds for each finite network, and find the ensemble mean of $\lambda=\tfrac12\ln\det\Sigma$.

**Answer.** Take the lattice spacing as unit length. Let $e_x(i,j)$ be the voltage drop from node $(i,j)$ to $(i+1,j)$, and $e_y(i,j)$ that from $(i,j)$ to $(i,j+1)$. The currents are $I_x=g_xe_x$ and $I_y=g_ye_y$. Kirchhoff's node and loop laws read

$$I_x(i,j)-I_x(i-1,j)+I_y(i,j)-I_y(i,j-1)=0, \tag{6}$$
$$e_x(i,j)+e_y(i+1,j)-e_x(i,j+1)-e_y(i,j)=0. \tag{7}$$

Place a dual node at the centre of each square. Each dual bond crosses one original bond. Following $R$, assign

- to the vertical dual bond crossing an $x$ bond: $e'_y=I_x/s_0$ and $I'_y=s_0e_x$;
- to the horizontal dual bond crossing a $y$ bond: $e'_x=-I_y/s_0$ and $I'_x=-s_0e_y$.

In both cases $g'=I'/e'=s_0^2/g$, so the two conductances are exchanged.

Go anticlockwise round the dual square that encloses node $(i,j)$. Its bottom, right, top and left sides contribute $-I_y(i,j-1)$, $+I_x(i,j)$, $+I_y(i,j)$ and $-I_x(i-1,j)$, each divided by $s_0$. Their sum vanishes by (6). The currents leaving the dual node inside the square with lower left corner $(i,j)$ are, to the right, left, up and down,

$$-s_0e_y(i+1,j),\quad s_0e_y(i,j),\quad s_0e_x(i,j+1),\quad -s_0e_x(i,j).$$

Their sum is $-s_0$ times (7), which is zero. The dual quantities therefore satisfy both of Kirchhoff's laws.

Periodic boundaries need one more check. Summing (7) over $i$ cancels the $e_y$ terms and shows that the total drop along a row is the same for every row. It equals $N$ times the mean of $e_x$, so the mean drop is indeed the applied field. The same holds for columns and for the dual lattice. The means rotate as in (b), and (4) holds for each finite sample.

A $12\times12$ network with bonds of the good phase drawn with probability 0.7 shows this without exchange symmetry. Its elements $(xx,yy,xy)$ in units of $s_0$ are $(1.6869,\,2.0783,\,-0.0395)$, so

$$D/s_0^2=1.6869\times2.0783-0.0395^2=3.504.$$

Dividing the elements by 3.504 gives $(0.4814,\,0.5931,\,-0.0113)$, which agrees with a separate solution of the dual network.

Now take the determinant of (4). A factor $k$ multiplying a $2\times2$ matrix multiplies its determinant by $k^2$, so $\det\Sigma'=s_0^4/\det\Sigma$ and

$$\lambda'=2\ln s_0-\lambda. \tag{8}$$

With probability $1/2$ for each phase, the dual network has the same distribution as the original. Hence $\langle\lambda'\rangle=\langle\lambda\rangle$, and

$$\langle\lambda\rangle=\ln s_0\quad\text{for every }N. \tag{9}$$

An individual sample still deviates from $s_0$. Equation (5) applies to a single network when it is large enough for those deviations to be small.

## (e) Reading the numerical test

**Question.** Independent networks with $\rho_1=15$ and $\rho_2=150$ µΩ cm gave the values below, where $\rho=e^{-\langle\lambda\rangle}$ and the spread is the standard deviation of $\lambda$. Do they support (9)? Estimate how the spread depends on $N$.

| $N$ | samples | $\rho$ (µΩ cm) | standard error | spread |
|---|---|---|---|---|
| 8 | 300 | 47.82 | 0.76% | 0.131 |
| 16 | 160 | 47.48 | 0.51% | 0.064 |
| 32 | 80 | 47.62 | 0.39% | 0.035 |
| 64 | 24 | 47.54 | 0.40% | 0.020 |

**Answer.** The prediction is $\sqrt{15\times150}=47.43$ µΩ cm. The four means exceed it by 0.8%, 0.1%, 0.4% and 0.2%, at most about one standard error each. No trend with size is resolved. These samples were not paired with their duals, so the agreement was not built in.

For weak contrast, first-order perturbation theory replaces $\Sigma_{xx}$ and $\Sigma_{yy}$ by the mean conductances of the $x$ and $y$ bonds. Then $\lambda$ is the mean of $\ln g$ over $2N^2$ independent bonds. The two values of $\ln g$ differ by $\ln(\sigma_1/\sigma_2)$, so its standard deviation is half of that, and

$$\text{spread}\approx\frac{\ln(\sigma_1/\sigma_2)}{2\sqrt2\,N}=\frac{0.81}{N}\quad\text{for a ratio of 10}. \tag{10}$$

The computed products of spread and $N$ are 1.05, 1.03, 1.11 and 1.26. They support the $1/N$ law within sampling error; the last, from 24 samples, is uncertain by about 15%. The prefactor exceeds (10) because a ratio of 10 is not weak contrast. At a ratio of 1000 and $N=32$, 60 samples gave $\sigma/\sigma_1=0.0324$ with a standard error of 5.4%, against the predicted 0.0316. That error implies a spread of $0.054\sqrt{60}=0.42$, twelve times the value at a ratio of 10. High contrast therefore demands a much larger sample before one measurement represents the mean.

A single network with $N=128$ and a ratio of 10 gave $\Sigma_{xx}/s_0=1.0016$, $\Sigma_{yy}/s_0=0.9977$ and $\Sigma_{xy}/s_0=0.0003$, close to the isotropic result.

The continuum was tested on a regular checkerboard. Upper bounds on its resistivity with 16, 32 and 64 pixels per tile side were 51.185, 49.584 and 48.675 µΩ cm. The last two decreases are 1.601 and 0.909. If later decreases keep the same ratio, the remaining geometric series sums to $0.909^2/(1.601-0.909)=1.19$, which gives a limit of 47.48 µΩ cm, 0.1% above the geometric mean.

## (f) Unequal fractions and three dimensions

**Question.** Use an effective-medium estimate to find the sensitivity to the area fraction $f$ of phase 1. What changes for an equal mixture in three dimensions?

**Answer.** Put a disk of radius $a$ and conductivity $\sigma_i$ in a medium of conductivity $s$ under a field $E_0$. The potential is $-Ax$ inside and $-E_0x+Bx/r^2$ outside. Continuity of potential and normal current gives

$$A=E_0-\frac B{a^2},\qquad \sigma_iA=s\left(E_0+\frac B{a^2}\right)=s(2E_0-A),$$

so $A=2sE_0/(\sigma_i+s)$. The estimate requires the average of $A$ over the phases to equal $E_0$:

$$\frac{2sf}{\sigma_1+s}+\frac{2s(1-f)}{\sigma_2+s}=1.$$

Multiplying by both denominators and collecting terms gives

$$s^2-(2f-1)(\sigma_1-\sigma_2)s-\sigma_1\sigma_2=0. \tag{11}$$

At $f=1/2$ this returns $s_0$. Differentiating there gives $2s_0\,ds=2(\sigma_1-\sigma_2)s_0\,df$, hence $d\ln s=[(\sigma_1-\sigma_2)/s_0]\,df$. For a ratio of 10 the bracket is $\sqrt{10}-1/\sqrt{10}=2.85$, so five percentage points of area change the conductivity by about 14%. The full equation gives 41.2 µΩ cm at $f=0.55$ and 54.7 µΩ cm at $f=0.45$. Bond networks with $f=0.55$ gave 41.1 µΩ cm.

In three dimensions the dual of a bond is a face, not another bond, and the argument of (d) fails. For a sphere the outside dipole term is $Bx/r^3$. The flux condition becomes $\sigma_iA=s(3E_0-2A)$, so $A=3sE_0/(\sigma_i+2s)$. Equal fractions then give

$$4s^2-(\sigma_1+\sigma_2)s-2\sigma_1\sigma_2=0.$$

With $\sigma_2=0.1\sigma_1$ the positive root is $s=0.40\sigma_1$, or 37.5 µΩ cm. Random cubic networks gave 37.3 µΩ cm, 21% below the two-dimensional value. Without duality, exchange symmetry and isotropy no longer fix the result, so other equal mixtures in three dimensions can have different values.

## (g) A mixed tungsten film

**Question.** Apply (5) to a 20 nm tungsten film, half alpha and half beta phase, with domains 200 nm wide and the resistivities used above. Assess the main neglected effects.

**Answer.** The resistivity is 47.4 µΩ cm. Dividing by the thickness gives the sheet resistance,

$$\frac{47.4\times10^{-8}\ \Omega\,\text m}{20\times10^{-9}\ \text m}=23.7\ \Omega\text{ per square}.$$

Tilted walls break the two-dimensional assumption. At $45^\circ$ the thickness-averaged conductivity changes linearly across a band 20 nm wide. If the field is uniform through the thickness, the mean resistivity for crossing the band is

$$\int_0^1\frac{du}{\sigma_1+(\sigma_2-\sigma_1)u}=\frac{\ln(\sigma_1/\sigma_2)}{\sigma_1-\sigma_2}=38\ \text{µΩ cm},$$

compared with 82.5 µΩ cm for the same width centred on a vertical wall. In six random films of $10\times10$ tiles, solved on a 20 nm grid, this lowered the resistivity by about 6%. On that grid the band is a single pixel wide and enters only as a reduced crossing resistance at the walls; resolving the ramp on a 5 nm grid makes the reduction about a fifth smaller. A uniform field through the thickness is a trial field that overestimates conduction, so the estimate exaggerates the reduction. For an isolated $45^\circ$ wall the true saving in resistance is only about half as large, so 6% should be read as an upper estimate for the film.

On the same tile patterns, with vertical walls, a boundary resistance times area of 100 µΩ cm nm raised the resistivity by about 0.6% on the 20 nm grid. This value is not converged: current crowds at corners where four tiles meet, and on similar patterns the effect grows by about a third on refining to 5 nm and is still rising, so 0.6% is a low estimate. Heating by 80 K, with an alpha slope of 0.02 µΩ cm/K and beta held fixed, gives $\sqrt{16.6\times150}=49.9$ µΩ cm, a rise of 5%. In alpha tungsten the product of resistivity and mean free path is roughly 80 µΩ cm nm. Dividing it by 15 µΩ cm gives an effective mean free path, with surface scattering included, of about 5.3 nm, or 2.7% of the domain width, so local Ohm's law is reasonable away from the walls.

These inputs are rough typical values for thin tungsten films, with surface scattering taken to be included in the phase resistivities. In a real film, exchange symmetry is the doubtful assumption. Beta tungsten converts to alpha on annealing, so the fraction can drift. If alpha grows as isolated islands in beta, the geometry resembles the good disks of part (c), whose resistivity at half coverage is about 30% above the geometric mean. A line narrower than one domain is a different case again. If equal lengths of the two phases follow one another with walls straight across the line, they are in series and give 82.5 µΩ cm, 1.74 times the geometric mean, with the phase resistivities held at their film values. Equation (5) is thus suited to films many domains across, not to such a narrow interconnect. A wider line approaches it only gradually: duality turns the insulating edges of a line into conducting ones, so (4) is not exact there. The numerical output below lists the values used here.

## Calculated quantities

```
alpha, beta resistivity: 15.0, 150.0 uOhm cm
film thickness, domain width: 20, 200 nm
geometric-mean resistivity: 47.43 uOhm cm
sheet resistance: 23.72 Ohm per square
biased 12 x 12 network, 70% alpha bonds, Sigma/s0 (xx, yy, xy):
  original: [ 1.6869  2.0783 -0.0395]
  dual:     [ 0.4814  0.5931 -0.0113]
  largest mismatch with duality, over s0: 1.6e-16
random networks: width, samples, rho (uOhm cm), std error (%),
  spread of ln sigma, spread x width
    8  300   47.82   0.76  0.1312  1.050
   16  160   47.48   0.51  0.0641  1.025
   32   80   47.62   0.39  0.0346  1.108
   64   24   47.54   0.40  0.0197  1.258
contrast 1000, width 32: sigma/sigma_1 = 0.0324 (std error 5.4%), theory 0.0316
one 128 x 128 network, Sigma/s0: xx 1.0016, yy 0.9977, xy 0.0003
checkerboard: pixels per tile side, upper bound on rho (uOhm cm)
    8  54.050
   16  51.185
   32  49.584
   64  48.675
  extrapolated: 47.478 uOhm cm
beta disks in alpha, half area: rho between 36.3 and 36.6 uOhm cm
alpha disks in beta, half area: rho between 61.4 and 62.0 uOhm cm
stripes, rho across and along: 82.50, 27.27 uOhm cm
line narrower than a domain (series): 82.50 uOhm cm, 1.74 x geometric mean
55% alpha: network 41.05, estimate 41.16 uOhm cm
45% alpha: estimate 54.66 uOhm cm
three dimensions, 50% alpha: cubic network 37.29, estimate 37.50 uOhm cm
random tile films, mean bounds on rho: 46.11 to 48.96, centre 47.51 uOhm cm
boundary resistance x area: 100 uOhm cm nm, changes rho by +0.62%
walls tilted by 45 degrees change rho by -6.22%
alpha slope 0.020 uOhm cm/K, heating 80 K: rho 49.90 uOhm cm (+5.2%)
alpha resistivity x mean free path: 80 uOhm cm nm
alpha mean free path: 5.3 nm, 2.7% of domain width
```
